\section*{Ammonia-Type Inversion Splitting by Sine DVR: Range and Spacing Errors}

\section{A steady answer that is wrong}

Put a model of nitrogen inversion on a grid from $-0.55$ to $0.55$~\AA\ and refine the grid. With 60 intervals the ground tunnelling splitting is $1.79385$~cm$^{-1}$; with 120 it is $1.79390$~cm$^{-1}$. The result looks converged, yet the splitting of the same potential on the open line is $1.4537$~cm$^{-1}$. The refinement has converged to a different problem, in which hard walls squeeze the wave function, and the answer is 23\% too large. Range and spacing are separate sources of error and need separate control.

\section{Model and conventions}

Let $x$ be the height of N above the plane of its three H atoms. If the H atoms move parallel to the axis and the centre of mass is at rest, then $3m_H\dot z_H+m_N\dot z_N=0$ and $\dot x=\dot z_N-\dot z_H$, so
\[
\dot z_N=\frac{3m_H\dot x}{3m_H+m_N},\qquad
\dot z_H=-\frac{m_N\dot x}{3m_H+m_N}.
\]
Inserting these in $\frac12(3m_H\dot z_H^2+m_N\dot z_N^2)$ gives $\frac12\mu\dot x^2$ with
\[
\mu=\frac{3m_Hm_N}{3m_H+m_N}
=\frac{3(1.008)(14.003)}{17.027}=2.487~\mathrm{u}.
\]
The Hamiltonian is
\begin{equation}
H=-B\frac{d^2}{dx^2}+V_b\left(\frac{x^2}{x_0^2}-1\right)^2,
\qquad B=\frac{\hbar^2}{2\mu}.
\label{H}
\end{equation}
Energies are in cm$^{-1}$ and lengths in \AA, so $B=6.7785$~cm$^{-1}$\,\AA$^2$. The example takes $V_b=2000$~cm$^{-1}$ and $x_0=0.38$~\AA, rough values in the regime of ammonia.

The ground state has no node and is even; the next state has one node, at $x=0$ by symmetry, and is odd. The splitting is $\Delta=E_1-E_0$.

\section{The matrix}

\subsection{Basis and quadrature}

Place walls at $\pm L$, divide the range into $N$ intervals of width $h=2L/N$, and use the points $x_i=-L+ih$, $i=1,\dots,N-1$. The box functions $\phi_n=L^{-1/2}\sin[n\pi(x+L)/2L]$, $n=1,\dots,N-1$, have kinetic energy $B(n\pi/2L)^2$. Define
\[
U_{in}=\sqrt h\,\phi_n(x_i)=\sqrt{\tfrac2N}\,\sin\frac{n\pi i}{N}.
\]
Approximating the potential integrals by sums over the points gives
\[
\int\phi_nV\phi_{n'}\,dx\approx h\sum_i\phi_n(x_i)V(x_i)\phi_{n'}(x_i)
=\sum_iU_{in}V(x_i)U_{in'} .
\]
If $U$ is orthogonal, rotating to the point basis makes the potential diagonal, $V(x_i)\delta_{ij}$, and leaves the kinetic matrix
\begin{equation}
T_{ij}=B\left(\frac{\pi}{2L}\right)^2\frac2N\sum_{n=1}^{N-1}
n^2\sin\frac{n\pi i}{N}\sin\frac{n\pi j}{N}.
\label{Tsum}
\end{equation}
This is the discrete variable representation (DVR). Because of the quadrature, its levels need not be upper bounds.

\subsection{Closed form of the sum}

Start from
\begin{equation}
\frac12+\sum_{n=1}^{N-1}\cos n\theta+\frac12\cos N\theta
=\frac12\sin N\theta\,\cot\frac\theta2 .
\label{dir}
\end{equation}
To prove it, multiply the left side by $2\sin(\theta/2)$. Since $2\sin\frac\theta2\cos n\theta=\sin(n+\frac12)\theta-\sin(n-\frac12)\theta$, the sum telescopes to $\sin(N-\frac12)\theta-\sin\frac\theta2$. The first term of (\ref{dir}) cancels $-\sin\frac\theta2$, and the last adds $\sin\frac\theta2\cos N\theta$. Expanding $\sin(N\theta-\frac\theta2)$ leaves $\sin N\theta\cos\frac\theta2$, as required.

At $\theta=\pi m/N$, with $m$ not a multiple of $2N$, the right side of (\ref{dir}) vanishes and $\sum_{n=1}^{N-1}\cos n\theta=-\frac12[1+(-1)^m]$. A product of two sines is half the difference of cosines with $m=n-n'$ and $m=n+n'$, which have equal parity. Hence different columns of $U$ are orthogonal. For $n=n'$ the squared norm is $\frac1N[(N-1)-(-1)]=1$, so $U$ is orthogonal.

Now differentiate (\ref{dir}) twice and set $\theta=\pi m/N$. Terms with $\sin N\theta$ vanish, $\cos N\theta=(-1)^m$, and $(\cot\frac\theta2)'=-1/(2\sin^2\frac\theta2)$. Thus
\[
-\sum_{n=1}^{N-1}n^2\cos n\theta-\frac{N^2}{2}(-1)^m
=-\frac{N(-1)^m}{2\sin^2(\pi m/2N)},
\]
\[
S_m\equiv\sum_{n=1}^{N-1}n^2\cos\frac{n\pi m}{N}
=(-1)^m\left[\frac{N}{2\sin^2(\pi m/2N)}-\frac{N^2}{2}\right].
\]
Equation (\ref{Tsum}) equals $B(\pi/2L)^2(S_{i-j}-S_{i+j})/N$. For $i\ne j$ the $N^2/2$ terms cancel:
\begin{equation}
T_{ij}=\frac B2\left(\frac{\pi}{2L}\right)^2(-1)^{i-j}
\left[\frac1{\sin^2\frac{\pi(i-j)}{2N}}
-\frac1{\sin^2\frac{\pi(i+j)}{2N}}\right].
\label{Toff}
\end{equation}
For $i=j$, $S_0=(N-1)N(2N-1)/6$, and
\[
\frac{S_0-S_{2i}}N=\frac{(N-1)(2N-1)}6+\frac N2
-\frac1{2\sin^2(\pi i/N)},
\]
so that
\begin{equation}
T_{ii}=\frac B2\left(\frac{\pi}{2L}\right)^2
\left[\frac{2N^2+1}{3}-\frac1{\sin^2(\pi i/N)}\right].
\label{Tdiag}
\end{equation}

\subsection{Parity blocks}

Take $N$ even, so that $x=0$ is a grid point. For positive points $a,b$ let $R_{ab}=H_{a,b}$ and $M_{ab}=H_{a,-b}$. In the combinations $(|a\rangle\pm|{-a}\rangle)/\sqrt2$ the matrix elements are
\[
\tfrac12(H_{a,b}+H_{-a,-b}\pm H_{a,-b}\pm H_{-a,b})=R_{ab}\pm M_{ab}.
\]
The central point joins the even block, with coupling $\sqrt2H_{0a}$. The lowest eigenvalues of the two blocks are $E_0$ and $E_1$. This identifies the states and halves the matrix size, but each eigenvalue keeps its own rounding error.

\section{Error from the range}

Let $\psi$ be a normalized open-line state of energy $E$, and $\psi_L$ the corresponding walled state of energy $E_L$. Multiply the equation for $\psi_L$ by $\psi$, that for $\psi$ by $\psi_L$, subtract and integrate:
\[
(E_L-E)\int_{-L}^{L}\psi_L\psi\,dx
=-B\bigl[\psi_L'\psi-\psi_L\psi'\bigr]_{-L}^{L}.
\]
The second boundary term vanishes because $\psi_L(\pm L)=0$. Choose signs so that both functions are positive just inside $x=L$; then $\psi_L'(L)<0$. For either parity the two walls contribute equally, so
\begin{equation}
E_L-E=\frac{2B|\psi_L'(L)|\,\psi(L)}{\int_{-L}^{L}\psi_L\psi\,dx}.
\label{wall}
\end{equation}
For a distant wall the overlap tends to one. Let $q=-\psi'(L)/\psi(L)$. If $q$ changes little over a distance $1/q$, the local solutions are $e^{\pm q(x-L)}$, and the combination that vanishes at the wall is $\psi_L\approx\psi(L)[e^{-q(x-L)}-e^{q(x-L)}]$. Its slope is $-2q\psi(L)=2\psi'(L)$, so
\begin{equation}
E_L-E\approx4B|\psi(L)\psi'(L)|.
\label{far}
\end{equation}
At $L=0.75$~\AA\ this predicts a rise of $E_0$ by $1.146\times10^{-4}$~cm$^{-1}$; the walled problem gives $1.104\times10^{-4}$~cm$^{-1}$ ($1.103\times10^{-4}$ on a grid with $N=120$), so the formula is 4\% high.

To choose $L$ before $\psi$ is known, neglect $E$ in the leading semiclassical tail. Then $\psi^2\sim e^{-2\Gamma_x}$, where
\begin{equation}
\Gamma_x=\int_{x_0}^{L}\sqrt{\frac{V}{B}}\,dx
=\sqrt{\frac{V_b}{B}}
\left(\frac{L^3}{3x_0^2}-L+\frac{2x_0}{3}\right).
\label{gx}
\end{equation}
This supplies an exponent and no prefactor. Here $\sqrt{V_b/B}=17.18$~\AA$^{-1}$, so at $L=0.75$~\AA\ one finds $2\Gamma_x=16.4$ and $e^{-16.4}=7.6\times10^{-8}$. The prefactor is therefore about $1.5\times10^3$~cm$^{-1}$.

The walls raise $E_0$ and $E_1$ almost equally. The even and odd states have nearly equal magnitude at the outer sides of the wells, where the tails begin. In the tail each decays at the rate $\sqrt{(V-E)/B}$, and a change $\Delta$ in $E$ alters this rate only slightly when $\Delta\ll V-E$. At $L=0.75$~\AA\ the error of the splitting is 1.0\% of the shift of $E_0$. In absolute terms the levels are thus the stricter test of range. Relative errors behave differently: at $L=0.60$~\AA, with $h=0.025$~\AA, $E_0$ is 0.9\% too high and $\Delta$ is 3.2\% too high.

\section{Error from the spacing}

The largest wave number in the basis approaches $K=\pi/h$. The relevant quantity is the momentum amplitude $\varphi(k)$ near $K$. In momentum space $x$ acts as $i\,d/dk$. Put $\varphi=e^{-iW(k)}$ and keep the leading semiclassical order; then $x(k)=W'(k)$ obeys $V(x)=E-Bk^2$. Neglecting $E$ again,
\[
\left(\frac{x^2}{x_0^2}-1\right)^2=-\frac{Bk^2}{V_b}
\quad\Rightarrow\quad
x=\pm x_0\sqrt{1\pm ik\sqrt{B/V_b}},
\]
with independent signs. Since $|\varphi|=e^{\mathrm{Im}\,W}$, the two roots with negative imaginary part decay for $k>0$. They belong to the two wells, and their interference makes $\varphi$ oscillate. Both decay as $e^{-\Gamma_k}$. With $t=k\sqrt{B/V_b}$ and $\kappa=K\sqrt{B/V_b}$,
\begin{align}
\Gamma_k&=x_0\sqrt{\frac{V_b}{B}}\;\mathrm{Im}\int_0^\kappa\sqrt{1+it}\,dt
\nonumber\\
&=x_0\sqrt{\frac{V_b}{B}}\;\mathrm{Im}\left\{\frac{2}{3i}
\left[(1+i\kappa)^{3/2}-1\right]\right\}\nonumber\\
&=\frac{2x_0}{3}\sqrt{\frac{V_b}{B}}
\left[1-\mathrm{Re}\,(1+i\kappa)^{3/2}\right],
\label{gk}
\end{align}
because $\mathrm{Im}(z/i)=-\mathrm{Re}\,z$.

Two limits show its content. For small $\kappa$, $\mathrm{Re}(1+i\kappa)^{3/2}\approx1-\frac38\kappa^2$, so $\Gamma_k\approx\frac14x_0K^2\sqrt{B/V_b}$. This is the Gaussian tail of the harmonic well $4V_b(x-x_0)^2/x_0^2$. For large $\kappa$, $\mathrm{Re}(i\kappa)^{3/2}=-\kappa^{3/2}/\sqrt2$, and $\Gamma_k$ grows as $K^{3/2}$. The decay is slower than Gaussian but faster than exponential in $1/h$.

The level error should scale as $e^{-2\Gamma_k}$ for two reasons. Omitting components beyond $K$ costs energy of second order in their amplitude. The quadrature of $V\psi^2$ misreads Fourier components at $2\pi/h=2K$, which arise from pairs $k_1+k_2=2K$; as $\Gamma_k$ is convex, the largest such product has $k_1=k_2=K$. This is an estimate, with slowly varying and oscillating factors left out. It was tested at $L=1.0$~\AA\ for even $N$ from 16 to 34: a straight-line fit of $-\ln|\delta E_0|$, where $\delta E_0$ is the error of $E_0$, against $2\Gamma_k$ has slope $0.98$, where the estimate gives 1. The slope depends on the window: $0.90$ for $N$ from 16 to 24 and $1.03$ for $N$ from 26 to 34.

The estimate also requires a negligible wave function at the wall. Sine functions continue $\psi$ as an odd function and $V$ as an even one about $x=L$, so $V$ acquires a kink. With $u=x-L$ and $\psi\propto u$ near the wall, $\psi''=(V-E)\psi/B$ contains a term $u|u|$, and the fourth derivative of $\psi$ jumps. Convergence in $h$ then becomes algebraic (at $L=0.55$~\AA\ the error of $E_0$ falls as $h^4$), with a weight set by the slope of $\psi$ at the wall.

\section{Algorithm}

\begin{enumerate}
\item Choose an exponent $G=\ln(A/\epsilon)$ for a level error $\epsilon$. In this example prefactors $A$ of $10^3$ to $10^4$~cm$^{-1}$ are suitable.
\item Solve $2\Gamma_x(L)=G$ for $L$ and $2\Gamma_k(K)=G$ for $K$. Round $N=2LK/\pi$ up to an even integer.
\item Build $H$ from (\ref{Toff}), (\ref{Tdiag}) and $V(x_i)$, split it by parity, and find $E_0$, $E_1$ and $\Delta$.
\item Increase $L$ at fixed $h$, which increases $N$. Then decrease $h$ at fixed $L$. Increasing $L$ at fixed $N$ would coarsen the grid and mix the two errors.
\item Accept $\Delta$ when both levels and $\Delta$ are steady in both scans and $\Delta$ lies well above the rounding error.
\end{enumerate}
The two exponents belong to the quartic well. For another symmetric double well the integral in (\ref{gx}) can be evaluated numerically, with $V$ measured from its minimum and $x_0$ the position of the right-hand minimum, and the spacing scan decides $h$. An asymmetric well needs the full matrix.

\section{Worked example}

An independent reference comes from 100 harmonic-oscillator functions on the open line: $E_0=586.043800$ and $E_1=587.497460$~cm$^{-1}$, hence $\Delta=1.453660$~cm$^{-1}$. Reducing that basis to 80 functions changes either level by less than $10^{-7}$~cm$^{-1}$.

With $L=1.0$~\AA\ fixed, $N=16$ gives $\Delta=1.165$~cm$^{-1}$, 20\% too small, although $E_0$ is only 0.5\% off. The error of $\Delta$ falls to $7.4\times10^{-3}$ at $N=20$, $1.2\times10^{-4}$ at $N=24$ and $1.5\times10^{-8}$~cm$^{-1}$ at $N=32$. At $N=16$, 20 and 24 the level $E_0$ lies below the reference, which shows that the DVR is not variational; at $N=18$ and 22 it lies above.

With $h=0.025$~\AA\ fixed, $L=0.50$~\AA\ gives $3.066$~cm$^{-1}$, more than twice the correct splitting. The error falls to $4.6\times10^{-2}$ at $0.60$~\AA, $9.0\times10^{-5}$ at $0.70$~\AA\ and $5.3\times10^{-9}$~cm$^{-1}$ at $0.80$~\AA.

For $G=30$ the balanced choice is $L=0.863$~\AA\ and $N=34$, so $h=0.0508$~\AA. Its splitting agrees with the reference to within rounding. The rounding scale, machine precision times the largest eigenvalue, is $3\times10^{-11}$~cm$^{-1}$ for $L=1.0$~\AA\ and $N=80$; differences near this size carry no information. A much higher barrier or heavier mass could push $\Delta$ itself to this scale, and subtracting the levels would then require extended precision.

The model result is $\Delta=1.454$~cm$^{-1}$, or $43.6$~GHz. An equal superposition of the two states, localized in one well, reaches the other after half a beat period, $1/(2c\Delta)=11.5$~ps.

\section{The model beside real ammonia}

The measured ground splitting of ammonia is roughly $0.8$~cm$^{-1}$, so the model value is nearly twice too large, however many digits have converged. One neglected effect is the radial motion of H. With rigid bonds of length $r=1.01$~\AA, the distance of H from the axis is $\rho=\sqrt{r^2-x^2}$ and $\dot\rho=-x\dot x/\rho$. Adding $\frac12(3m_H)\dot\rho^2$ to the kinetic energy gives
\[
\mu(x)=\mu+3m_H\frac{x^2}{r^2-x^2},
\]
20\% above $\mu$ at the minima. In the arc length $s=\int_0^x\sqrt{\mu(x')/\mu}\,dx'$ the kinetic energy is $\frac12\mu\dot s^2$. Quantizing in $s$, which fixes the operator ordering, gives $-B\,d^2/ds^2$ again, and the splitting drops by 30\% to $1.02$~cm$^{-1}$. Rigid bonds overstate the effect: real N--H bonds shorten by about $0.017$~\AA\ at the planar geometry. Letting $r$ run quadratically in $x$ from $0.995$~\AA\ at $x=0$ to $1.012$~\AA\ at the minima leaves a mass 12\% above $\mu$ there and a splitting of $1.17$~cm$^{-1}$. At constant mass, changing the barrier by $-5\%$ or $+5\%$ gives $1.74$ or $1.22$~cm$^{-1}$. Coupling to other vibrations and to rotation remains outside the model.

Surroundings can also lift the symmetry. In the basis of left and right states a bias $\varepsilon$ gives diagonal energies $\pm\varepsilon/2$ and coupling $-\Delta/2$, hence a gap $\sqrt{\Delta^2+\varepsilon^2}$. For $\varepsilon=10$~cm$^{-1}$ this is $10.105$~cm$^{-1}$, matched by the DVR with the tilt $\varepsilon x/(2|x_{01}|)$, where $|x_{01}|=|\langle0|x|1\rangle|=0.355$~\AA. The bias is thus the difference of mean energies of the left and right states; a tilt that sets the two minima $10$~cm$^{-1}$ apart gives a gap of only $9.45$~cm$^{-1}$. The ground state then has 99.5\% of its weight in the lower well, and full transfer between wells is lost.

At 400~K, 2.5\% of the population in the model lies above the lowest doublet. The next doublet is split by $72$~cm$^{-1}$ in the model, again about twice the measured value of roughly $36$~cm$^{-1}$. If all this population were there, its weighted splitting would be $0.025\times72=1.8$~cm$^{-1}$, comparable with $\Delta$; the ground splitting alone therefore does not describe thermal inversion. The complete scans are in the numerical output.

\section*{Computed values}
\begin{verbatim}
Masses H, N: 1.008, 14.003 u; reduced mass 2.4869 u
B = 6.7785 cm^-1 A^2
Barrier 2000 cm^-1, minimum x0 0.38 A, N-H 1.01 A
Reference E0, E1: 586.043800, 587.497460 cm^-1
Reference splitting: 1.4536601 cm^-1
Spacing scan, L = 1.0 A: N, h (A), E0, splitting, error (cm^-1)
   16 0.1250 583.047454 1.1652612 2.9e-01
   20 0.1000 585.842840 1.4462796 7.4e-03
   24 0.0833 586.038420 1.4535368 1.2e-04
   28 0.0714 586.043718 1.4536585 1.6e-06
   32 0.0625 586.043799 1.4536601 1.5e-08
   40 0.0500 586.043800 1.4536601 1.7e-11
   48 0.0417 586.043800 1.4536601 1.4e-11
Range scan, h = 0.025 A: L (A), E0, splitting, error (cm^-1)
  0.50 726.204481 3.0659065 1.6e+00
  0.60 591.102323 1.4997243 4.6e-02
  0.70 586.053029 1.4537498 9.0e-05
  0.80 586.043800 1.4536601 5.3e-09
  0.90 586.043800 1.4536601 9.3e-12
  1.00 586.043800 1.4536601 2.4e-11
Wall at 0.75 A: E0 shift 1.1033e-04 cm^-1
  distant-wall formula 1.1460e-04 cm^-1
  splitting error / E0 shift: 0.0100
Slope of -ln(E0 error) against 2*Gamma_k: 0.978
False plateau, L = 0.55 A, N = 60: 1.79385 cm^-1
False plateau, L = 0.55 A, N = 120: 1.79390 cm^-1
Balanced grid, G = 30: L 0.8628 A, N 34, h 0.0508 A
  splitting 1.4536601 cm^-1, error 6.1e-12 cm^-1
Rounding scale eps*Emax, L = 1.0 A, N = 80: 2.9e-11 cm^-1
Final splitting, L = 1.0 A, N = 80: 1.453660 cm^-1
  = 43.580 GHz
Well-to-well transfer time: 11.473 ps
Mass ratio at minimum, rigid bonds: 1.2005
Splitting with variable mass: 1.01849 cm^-1
Splitting, barrier -5%: 1.73639 cm^-1
Splitting, barrier +5%: 1.22089 cm^-1
Bias 10 cm^-1: gap 10.1051 cm^-1, two-state 10.1051 cm^-1
  ground-state weight in lower well: 0.9946
Next doublet: E2-E0 1002.15 cm^-1, E3-E2 71.97 cm^-1
kT at 400 K: 278.01 cm^-1
Population above lowest doublet: 2.49 %
\end{verbatim}
